**Sawtooth supercurrent of a long ballistic junction: levels, continuum and thermal decay**

For one spin-degenerate, transparent channel of Fermi velocity v and length L, the zero-temperature current is evφ/(πL) for |φ| < π, where φ is the phase difference. For T ≫ T_L, with kT_L = ħv/(2πL), the critical current is (8ekT/ħ) exp(−T/T_L); this ideal form holds for L ≫ ξ = ħv/Δ and kT ≪ Δ, where Δ is the gap. The program asserts that Andreev levels found by root search, together with a real-energy integral over the continuum, reproduce the imaginary-frequency result. It also diagonalizes a tight-binding junction and asserts agreement of its levels below 0.9Δ within 0.01Δ at one phase, and of its currents within 2% at two phases and three temperatures. Further assertions cover the finite-length correction, the limit φ → π, the harmonic series, the low-temperature rounding of the jump and the high-temperature law. The output shows that in two very long junctions at φ = π/2 the continuum current changes sign, while the total stays near half of ev/L. In the example with L/ξ ≈ 15, the critical current falls from about 15 nA at zero temperature to 0.026 nA at 1 K.

## Check in Python

```python
"""Josephson current of one spin-degenerate, transparent ballistic channel.

Result under test: in a long junction the Andreev levels and the continuum
together give I = e v phi/(pi L) at T = 0 for |phi| < pi (critical value e v/L),
and a critical current (8 e k T/hbar) exp(-T/T_L) for T >> T_L.
Symbols: v Fermi velocity, L length, gap = pair potential, phi phase difference,
xi = hbar v/gap, lam = L/xi, tau = k T/gap, k T_L = hbar v/(2 pi L),
x = T/T_L = 2 pi lam tau. Energies are in units of the gap and currents in
units of e*gap/hbar unless stated; then e v/L equals 1/lam.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar

pi = np.pi


def bound_levels(phi, lam):
    """Positive subgap energies and branch signs, for 0 < phi < pi."""
    energies, signs = [], []
    for sign in (1, -1):
        top = int(np.floor((2 * lam + sign * phi) / (2 * pi)))
        for m in range(top + 1):
            def mismatch(e):
                return 2*lam*e - 2*np.arccos(e) + sign*phi - 2*pi*m
            energies.append(brentq(mismatch, 0.0, 1.0))
            signs.append(sign)
    order = np.argsort(energies)
    return np.array(energies)[order], np.array(signs)[order]


def level_currents(energies, signs, lam):
    return signs / (lam + 1 / np.sqrt(1 - energies**2))


def discrete_current(phi, lam, tau=0.0):
    energies, signs = bound_levels(phi, lam)
    weight = np.tanh(energies / (2 * tau)) if tau > 0 else 1.0
    return np.sum(weight * level_currents(energies, signs, lam))


def continuum_current(phi, lam, tau=0.0, w_max=6.0, points=400001):
    """Real-energy integral above the gap, with energy = cosh(w)."""
    w = np.linspace(0.0, w_max, points)
    energy = np.cosh(w)
    theta = 2 * lam * energy
    s2, c2 = np.sinh(2 * w), np.cosh(2 * w)
    diff = s2 / (c2 - np.cos(theta + phi)) - s2 / (c2 - np.cos(theta - phi))
    weight = np.tanh(energy / (2 * tau)) if tau > 0 else 1.0
    return simpson(np.sinh(w) * weight * diff, x=w) / pi


def kernel(freq, phi, lam):
    """sin(phi)/(cosh(u)+cos(phi)), written without overflow."""
    a = np.exp(-2 * lam * freq - 2 * np.arcsinh(freq))
    return 2 * a * np.sin(phi) / (1 + 2 * a * np.cos(phi) + a * a)


def matsubara_current(phi, lam, tau):
    freq = pi * tau * (2 * np.arange(3000) + 1)
    return 4 * tau * np.sum(kernel(freq, phi, lam))


def zero_temperature_current(phi, lam):
    scale = 2 * (lam + 1)
    near = abs(pi - phi)
    edges = [0.0, near, 10 * near + 1, np.inf]
    total = 0.0
    for lo, hi in zip(edges[:-1], edges[1:]):
        total += quad(lambda y: kernel(y / scale, phi, lam), lo, hi,
                      epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    return 2 * total / (pi * scale)


def ideal_long_current(phi, x):
    """Long-junction harmonic series, in units of e v/L."""
    k = np.arange(1, 61)
    return 2*x/pi * np.sum((-1.0)**(k + 1) * np.sin(k*phi) / np.sinh(k*x))


def maximum(current):
    res = minimize_scalar(lambda p: -current(p), bounds=(0.01, pi),
                          method="bounded", options={"xatol": 1e-9})
    return -res.fun


# --- Full diagonalization of a half-filled tight-binding junction ---
hop, pair = 1.0, 0.1
n_normal, n_super = 160, 100
n_sites = n_normal + 2 * n_super
lam_chain = n_normal * pair / (2 * hop)     # hbar v = 2*hop*(site spacing)
hopping = -hop * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
side = np.zeros(n_sites)
side[:n_super], side[-n_super:] = 1.0, -1.0
chain_rows = []
for phi in (0.4 * pi, 1.25 * pi):
    gap_profile = pair * np.abs(side) * np.exp(0.5j * phi * side)
    ham = np.block([[hopping, np.diag(gap_profile)],
                    [np.diag(gap_profile.conj()), -hopping]])
    values, vectors = np.linalg.eigh(ham)
    u, v = vectors[:n_sites], vectors[n_sites:]
    slope = 2 * np.real(np.sum(
        u.conj() * (0.5j * side * gap_profile)[:, None] * v, axis=0))
    if phi < pi:
        predicted = bound_levels(phi, lam_chain)[0]
        predicted = predicted[predicted < 0.9]
        found = values[values > 0][:len(predicted)] / pair
        level_error = np.max(np.abs(found - predicted))
        # lattice dispersion and weak interface reflection limit the accuracy
        assert len(predicted) >= 4 and level_error < 0.01
    for x in (0.0, 1.0, 3.0):
        tau = max(x / (2 * pi * lam_chain), 1e-5)
        direct = -np.sum(np.tanh(values / (2 * tau * pair)) * slope) / pair
        formula = (zero_temperature_current(phi, lam_chain) if x == 0
                   else matsubara_current(phi, lam_chain, tau))
        # same lattice corrections; omitting xi would miss by over ten percent
        assert abs(direct / formula - 1) < 0.02
        chain_rows.append((phi / pi, x, direct*lam_chain, formula*lam_chain))

# --- Worked example: round model parameters ---
velocity, length, gap_mev = 2.0e5, 2.0e-6, 1.0
gap = gap_mev * 1e-3 * const.e
xi = const.hbar * velocity / gap
lam = length / xi
temp_l = const.hbar * velocity / (2 * pi * const.k * length)
unit_na = const.e * gap / const.hbar * 1e9
ideal_na = const.e * velocity / length * 1e9
phi0 = pi / 2

energies, signs = bound_levels(phi0, lam)
step = 1e-4
difference = (bound_levels(phi0 + step, lam)[0]
              - bound_levels(phi0 - step, lam)[0]) / (2 * step)
assert np.allclose(-2 * difference, level_currents(energies, signs, lam),
                   atol=1e-6)

# Real-energy currents against the imaginary-frequency result
disc0, cont0 = discrete_current(phi0, lam), continuum_current(phi0, lam)
total0 = zero_temperature_current(phi0, lam)
assert abs((disc0 + cont0) / total0 - 1) < 2e-4
for phi in (0.7, 2.5):
    tau = const.k * 0.3 / gap
    real_axis = discrete_current(phi, lam, tau) + continuum_current(phi, lam, tau)
    assert abs(real_axis / matsubara_current(phi, lam, tau) - 1) < 5e-4

# Very long junctions: integer discrete part, compensating continuum
split_rows = []
for lam_big, integer in ((300 * pi, 1), (300.5 * pi, 0)):
    disc = lam_big * discrete_current(phi0, lam_big)
    cont = lam_big * continuum_current(phi0, lam_big, w_max=4.0, points=1000001)
    # corrections fall only as the square root of xi/L
    assert abs(disc - integer) < 0.05
    assert abs(cont - (phi0 / pi - integer)) < 0.05
    assert abs(disc + cont - phi0 / pi) < 0.005
    split_rows.append((lam_big, disc, cont, disc + cont))

# Finite-length correction at zero temperature
lam_test, phi_test = 24.0, 1.2
eta = 1 / (lam_test + 1)
deviation = (zero_temperature_current(phi_test, lam_test)
             * (lam_test + 1) * pi / phi_test - 1)
assert abs(deviation / (eta**3 * (pi**2 - phi_test**2) / 24) - 1) < 0.03

# Limit at phi -> pi for short, intermediate and long junctions
for lam_any in (0.0, 1.0, lam):
    edge = zero_temperature_current(pi - 1e-3, lam_any) * (lam_any + 1)
    assert abs(edge - 1) < 1e-3
    scan = [zero_temperature_current(p, lam_any)
            for p in np.linspace(0.1, pi - 1e-3, 25)]
    assert np.all(np.diff(scan) > 0)
edge_na = zero_temperature_current(pi - 1e-3, lam) * unit_na

# Harmonic series against the finite-gap sum in a very long junction
for x in (0.5, 1.0, 4.0):
    for phi in (0.8, 2.6):
        lam_far = 1e4
        value = lam_far * matsubara_current(phi, lam_far, x / (2*pi*lam_far))
        assert abs(value / ideal_long_current(phi, x) - 1) < 2e-3

# Rounding of the jump by the lowest level at low temperature
x_low = 0.5
for phi in (2.0, 2.8, 3.1):
    rounded = phi / pi - 1 + np.tanh(pi * (pi - phi) / (2 * x_low))
    assert abs(rounded - ideal_long_current(phi, x_low)) < 1e-8
y = np.arccosh(pi / np.sqrt(2 * x_low))
low_formula = np.tanh(y) - 2 * x_low * y / pi**2
low_direct = maximum(lambda p: ideal_long_current(p, x_low))
assert abs(low_formula - low_direct) < 1e-6

# Critical current against temperature
thermal_rows = []
for temp in (0.05, 0.1, 0.2, 0.5, 1.0):
    tau, x = const.k * temp / gap, temp / temp_l
    full = maximum(lambda p: matsubara_current(p, lam, tau)) * unit_na
    ideal = maximum(lambda p: ideal_long_current(p, x)) * ideal_na
    simple = 8 * tau * np.exp(-x) * unit_na
    dressed = simple * np.exp(-2 * np.arcsinh(pi * tau))
    thermal_rows.append((temp, x, full, ideal, simple, dressed))
assert abs(thermal_rows[-1][2] / thermal_rows[-1][5] - 1) < 2e-3
assert abs(thermal_rows[-1][3] / thermal_rows[-1][4] - 1) < 2e-3

print(f"Fermi velocity: {velocity:.1e} m/s")
print(f"junction length L: {length*1e6:.2f} um")
print(f"gap: {gap_mev:.2f} meV")
print(f"xi = hbar v/gap: {xi*1e6:.4f} um;  L/xi: {lam:.3f}")
print(f"thermal scale T_L: {temp_l:.4f} K")
print(f"ideal critical current e v/L: {ideal_na:.3f} nA")
print(f"finite-gap value e v/(L+xi): {unit_na/(lam+1):.3f} nA")
print(f"T=0 current at phi = pi - 0.001: {edge_na:.3f} nA")
print("levels at phi=pi/2: energy (meV), branch, T=0 current (nA)")
for e_level, s, i_level in zip(energies, signs,
                               level_currents(energies, signs, lam)):
    print(f"  {e_level*gap_mev:.4f}  {s:+d}  {i_level*unit_na:+.3f}")
print("T=0 currents at phi=pi/2 (nA):")
print(f"  discrete {disc0*unit_na:.3f}, continuum {cont0*unit_na:.3f}")
print(f"  total from imaginary frequencies {total0*unit_na:.3f}")
print(f"  sawtooth with L {ideal_na/2:.3f}, with L+xi {unit_na/(2*(lam+1)):.3f}")
print("very long junctions, phi=pi/2, T=0, currents in e v/L:")
print("  L/xi, discrete, continuum, total")
for row in split_rows:
    print("  {:.2f}  {:+.4f}  {:+.4f}  {:+.4f}".format(*row))
print("critical current: T (K), T/T_L, then in nA: finite gap,")
print("  ideal long limit, simple exponential, exponential with gap factor")
for row in thermal_rows:
    print("  {:.2f}  {:.3f}  {:.5f}  {:.5f}  {:.5f}  {:.5f}".format(*row))
print(f"at T/T_L={x_low}: I_c/(e v/L) low-T formula {low_formula:.5f}, "
      f"series {low_direct:.5f}")
print(f"chain: {n_normal} normal sites, {n_super} per electrode, "
      f"gap/hopping {pair/hop:.2f}, L/xi {lam_chain:.1f}")
print(f"chain: {len(predicted)} levels, largest error {level_error:.5f} gap")
print("chain: phi/pi, T/T_L, current in e v/L (diagonalized, formula)")
for row in chain_rows:
    print("  {:.2f}  {:.1f}  {:+.5f}  {:+.5f}".format(*row))
print("no test failed")
```

Output:

```
Fermi velocity: 2.0e+05 m/s
junction length L: 2.00 um
gap: 1.00 meV
xi = hbar v/gap: 0.1316 um;  L/xi: 15.193
thermal scale T_L: 0.1216 K
ideal critical current e v/L: 16.022 nA
finite-gap value e v/(L+xi): 15.032 nA
T=0 current at phi = pi - 0.001: 15.028 nA
levels at phi=pi/2: energy (meV), branch, T=0 current (nA)
  0.0485  +1  +15.031
  0.1455  -1  -15.022
  0.2424  +1  +15.004
  0.3391  -1  -14.974
  0.4356  +1  +14.930
  0.5318  -1  -14.866
  0.6274  +1  +14.773
  0.7223  -1  -14.629
  0.8160  +1  +14.384
  0.9074  -1  -13.852
  0.9910  +1  +10.733
T=0 currents at phi=pi/2 (nA):
  discrete 11.510, continuum -3.994
  total from imaginary frequencies 7.517
  sawtooth with L 8.011, with L+xi 7.516
very long junctions, phi=pi/2, T=0, currents in e v/L:
  L/xi, discrete, continuum, total
  942.48  +0.9821  -0.4829  +0.4993
  944.05  +0.0168  +0.4828  +0.4996
critical current: T (K), T/T_L, then in nA: finite gap,
  ideal long limit, simple exponential, exponential with gap factor
  0.05  0.411  11.83813  12.78369  5.56100  5.41248
  0.10  0.823  9.60111  10.50092  7.37154  6.98307
  0.20  1.645  6.16210  6.96122  6.47648  5.81210
  0.50  4.113  1.04822  1.37329  1.37256  1.04789
  1.00  8.226  0.02630  0.04491  0.04491  0.02630
at T/T_L=0.5: I_c/(e v/L) low-T formula 0.76444, series 0.76444
chain: 160 normal sites, 100 per electrode, gap/hopping 0.10, L/xi 8.0
chain: 5 levels, largest error 0.00024 gap
chain: phi/pi, T/T_L, current in e v/L (diagonalized, formula)
  0.40  0.0  +0.35448  +0.35572
  0.40  1.0  +0.34539  +0.34657
  0.40  3.0  +0.12163  +0.12200
  1.25  0.0  -0.65941  -0.66683
  1.25  1.0  -0.48515  -0.48842
  1.25  3.0  -0.09702  -0.09734
no test failed
```
